# Parity, charge conjugation and photon numbers in positronium annihilation: test program

```python
"""Result under test: a fermion-antifermion pair with orbital angular momentum L
and total spin S has P = (-1)^(L+1) and C = (-1)^(L+S).  Positronium levels with
C = -1 annihilate into at least 3 photons, those with C = +1 into at least 2,
except that C = +1, J = 1 needs 4.
Units hbar = c = m = e = 1 in all amplitudes; u, v are Dirac spinors of electron
and positron, p is the electron momentum in the centre-of-mass frame."""
import itertools
import numpy as np
from scipy.constants import physical_constants

rng = np.random.default_rng(7)
sigma = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
gamma = np.zeros((4, 4, 4), complex)
gamma[0] = np.diag([1, 1, -1, -1])
for i in range(3):
    gamma[i + 1, :2, 2:] = sigma[i]
    gamma[i + 1, 2:, :2] = -sigma[i]
metric = np.array([1.0, -1.0, -1.0, -1.0])
unit4 = np.eye(4)


def slash(q):
    return np.tensordot(metric * q, gamma, axes=1)


def four_momentum(p):
    return np.concatenate([[np.sqrt(1 + p @ p)], p])


def u_spinors(p):
    """Columns: boosted rest spinors with spin up and spin down."""
    q = four_momentum(p)
    return (slash(q) + unit4)[:, :2] / np.sqrt(q[0] + 1)


def v_spinors(p):
    """Columns: charge conjugates of the electron spinors."""
    return 1j * gamma[2] @ u_spinors(p).conj()


# --- Dirac spinors: relative parity, charge conjugation, sign of the current
p_test = np.array([0.3, -0.5, 0.8])
conj_matrix = 1j * gamma[2] @ gamma[0]
parity_sign = {}
for name, spinors in (("electron", u_spinors), ("positron", v_spinors)):
    reflected = gamma[0] @ spinors(p_test)
    target = spinors(-p_test)
    ratio = np.vdot(target, reflected) / np.vdot(target, target)
    assert np.allclose(reflected, ratio * target)
    parity_sign[name] = int(round(ratio.real))
assert np.allclose((slash(four_momentum(p_test)) + unit4) @ v_spinors(p_test), 0)
assert np.allclose(1j * gamma[2] @ v_spinors(p_test).conj(), u_spinors(p_test))
for g in gamma:
    assert np.allclose(conj_matrix @ g @ np.linalg.inv(conj_matrix), -g.T)

# --- Pair states made of anticommuting creation operators
singlet = 1j * sigma[1] / np.sqrt(2)
triplet = np.array([s @ (1j * sigma[1]) for s in sigma]) / np.sqrt(2)
half = rng.normal(size=(4, 3))
half /= np.linalg.norm(half, axis=1)[:, None]
directions = np.stack([half, -half], axis=1).reshape(-1, 3)  # index i^1 is -p


def collect(terms):
    """Sum products of two creation operators, sorted with the fermion sign."""
    state = {}
    for first, second, amplitude in terms:
        if first > second:
            first, second, amplitude = second, first, -amplitude
        state[first, second] = state.get((first, second), 0) + amplitude
    return state


def eigenvalue(state, image):
    keys = sorted(set(state) | set(image))
    a = np.array([state.get(k, 0) for k in keys])
    b = np.array([image.get(k, 0) for k in keys])
    value = np.vdot(a, b) / np.vdot(a, a)
    assert np.allclose(b, value * a)
    return int(round(value.real))


def measured_P_C(L, S):
    null_vector = np.array([1, 1j, 0])  # (null_vector . p)^L has pure L
    spin = singlet if S == 0 else np.tensordot(rng.normal(size=3), triplet, axes=1)
    terms = []
    for i, d in enumerate(directions):
        for a, b in itertools.product(range(2), repeat=2):
            terms.append((("electron", i, a), ("positron", i ^ 1, b),
                          (null_vector @ d) ** L * spin[a, b]))
    state = collect(terms)
    other = {"electron": "positron", "positron": "electron"}
    reflected, conjugated = [], []
    for x, y, amp in terms:
        sign = parity_sign[x[0]] * parity_sign[y[0]]
        reflected.append(((x[0], x[1] ^ 1, x[2]), (y[0], y[1] ^ 1, y[2]), sign * amp))
        conjugated.append(((other[x[0]],) + x[1:], (other[y[0]],) + y[1:], amp))
    return eigenvalue(state, collect(reflected)), eigenvalue(state, collect(conjugated))


for L in range(4):
    for S in range(2):
        assert measured_P_C(L, S) == ((-1) ** (L + 1), (-1) ** (L + S))


# --- Number of independent two-photon amplitudes for total spin J
def amplitude_count(rank, bose):
    """Tensors of given rank times two transverse polarizations, photon 1 along z."""
    c, s = np.cos(0.7), np.sin(0.7)
    turn_z = np.array([[c, -s, 0], [s, c, 0], [0, 0, 1]])
    flip_x = np.diag([1.0, -1.0, -1.0])  # rotation by pi, reverses the photon axis

    def represent(rotation):
        matrix = np.eye(1)
        for _ in range(rank):
            matrix = np.kron(matrix, rotation)
        plane = rotation[:2, :2]
        return np.kron(matrix, np.kron(plane, plane))

    size = 3 ** rank * 4
    constraints = [represent(turn_z) - np.eye(size)]
    if bose:
        swap = np.eye(4)[[0, 2, 1, 3]]
        exchange = np.kron(np.eye(3 ** rank), swap) @ represent(flip_x)
        constraints.append(exchange - np.eye(size))
    return size - np.linalg.matrix_rank(np.vstack(constraints), tol=1e-9)


count = {}
for bose in (False, True):
    scalar, vector, tensor = (amplitude_count(r, bose) for r in range(3))
    # a rank-2 tensor contains J = 0, 1 and 2 once each
    count[bose] = (scalar, vector, tensor - scalar - vector)
assert count[False][1] == 2 and count[True][1] == 0
assert count[True][0] > 0 and count[True][2] > 0


# --- Tree amplitudes for annihilation into n photons
def photon_vectors(n):
    k = rng.normal(size=(n - 1, 3))
    k = np.vstack([k, -k.sum(axis=0)])
    return 2 * k / np.linalg.norm(k, axis=1).sum()  # total energy 2m


def transverse(k):
    e1 = np.cross(k, [0.2, 0.5, -0.9])
    e1 /= np.linalg.norm(e1)
    return e1, np.cross(k, e1) / np.linalg.norm(k)


def pair_amplitudes(photons, p):
    """Array [polarizations, electron spin, positron spin]."""
    n = len(photons)
    p4 = four_momentum(p)
    k4 = [p4[0] * np.concatenate([[np.linalg.norm(k)], k]) for k in photons]
    pol = [[slash(np.concatenate([[0], e])) for e in transverse(k)] for k in photons]
    u, vbar = u_spinors(p), v_spinors(-p).conj().T @ gamma[0]
    orders = []
    for order in itertools.permutations(range(n)):
        q, propagators = p4.copy(), []
        for j in order[:-1]:
            q = q - k4[j]
            propagators.append((slash(q) + unit4) / (q @ (metric * q) - 1))
        orders.append((order, propagators))
    result = []
    for choice in itertools.product(range(2), repeat=n):
        total = np.zeros((4, 4), complex)
        for order, propagators in orders:
            chain = pol[order[0]][choice[order[0]]]
            for j, propagator in zip(order[1:], propagators):
                chain = pol[j][choice[j]] @ propagator @ chain
            total += chain
        result.append((vbar @ total @ u).T)
    return np.array(result)


def strengths(photons):
    """Squared amplitudes summed over polarizations and substates of J."""
    rest = pair_amplitudes(photons, np.zeros(3))
    h = 1e-3
    slope = np.array([(pair_amplitudes(photons, h * e) - pair_amplitudes(photons, -h * e))
                      / (2 * h) for e in np.eye(3)])
    T = np.einsum("inab,jab->nij", slope, triplet)
    trace = np.einsum("nii->n", T)
    antisym = (T - T.transpose(0, 2, 1)) / 2
    sym = (T + T.transpose(0, 2, 1)) / 2 - trace[:, None, None] * np.eye(3) / 3

    def norm2(x):
        return float(np.sum(np.abs(x) ** 2))

    return {"1S0": norm2(np.einsum("nab,ab->n", rest, singlet)),
            "3S1": norm2(np.einsum("nab,jab->nj", rest, triplet)),
            "1P1": norm2(np.einsum("inab,ab->ni", slope, singlet)),
            "3P0": norm2(trace) / 3, "3P1": norm2(antisym), "3P2": norm2(sym)}


strength = {n: strengths(photon_vectors(n)) for n in (2, 3, 4)}
for n in strength:
    for value in strength[n].values():
        # forbidden values are limited by the squared h^2 error of the slope
        assert value < 1e-9 or value > 1e-4

# --- Positronium table
mc2_keV = 1e3 * physical_constants["electron mass energy equivalent in MeV"][0]
print("Parity sign of electron, positron:", parity_sign["electron"],
      parity_sign["positron"])
print("Two-photon amplitudes for J=0,1,2 before Bose symmetry:", *count[False])
print("Two-photon amplitudes for J=0,1,2 after Bose symmetry:", *count[True])
print(f"Electron rest energy: {mc2_keV:.3f} keV")
print("Level  J  P  C  minimal photons  mean photon energy (keV)")
levels = [(1, "1S0"), (1, "3S1"), (2, "1S0"), (2, "3S1"),
          (2, "1P1"), (2, "3P0"), (2, "3P1"), (2, "3P2")]
for n_level, term in levels:
    S, L, J = (int(term[0]) - 1) // 2, "SP".index(term[1]), int(term[2])
    P, C = measured_P_C(L, S)
    rule = 3 if C == -1 else (4 if J == 1 else 2)
    found = min(n for n in strength if strength[n][term] > 1e-4)
    assert found == rule
    for n in strength:  # wrong charge parity must give no amplitude at all
        if (-1) ** n != C:
            assert strength[n][term] < 1e-9
    print(f"{n_level} {term}  {J} {P:+d} {C:+d}  {found}  {2 * mc2_keV / found:.1f}")
print("Squared tree amplitudes at sample directions (units m = e = 1)")
print("Term   2 photons   3 photons   4 photons")
for term in strength[2]:
    print(term, *(f"{strength[n][term]:11.2e}" for n in (2, 3, 4)))
print("OK")
```

It prints:

```
Parity sign of electron, positron: 1 -1
Two-photon amplitudes for J=0,1,2 before Bose symmetry: 2 2 4
Two-photon amplitudes for J=0,1,2 after Bose symmetry: 2 0 3
Electron rest energy: 510.999 keV
Level  J  P  C  minimal photons  mean photon energy (keV)
1 1S0  0 -1 +1  2  511.0
1 3S1  1 -1 -1  3  340.7
2 1S0  0 -1 +1  2  511.0
2 3S1  1 -1 -1  3  340.7
2 1P1  1 +1 -1  3  340.7
2 3P0  0 +1 +1  2  511.0
2 3P1  1 +1 +1  4  255.5
2 3P2  2 +1 +1  2  511.0
Squared tree amplitudes at sample directions (units m = e = 1)
Term   2 photons   3 photons   4 photons
1S0    1.60e+01    3.58e-31    1.14e+03
3S1    1.76e-34    1.17e+02    3.31e-28
1P1    6.44e-25    2.94e+03    5.94e-23
3P0    4.80e+01    3.92e-25    5.80e+04
3P1    1.44e-13    1.50e-24    9.12e+04
3P2    6.40e+01    2.85e-24    2.11e+05
OK
```
